# Why a Silica Network Keeps Its Gap Without Translational Order: a numerical check

```python
# RESULT UNDER TEST
# A nearest-neighbour tight-binding network with silica connectivity (each Si
# joined to four O, each O to two Si) has a gap bounded from below by local bond
# data alone, with no use of periodicity:
#     gap >= min(c_even, c_odd) - o_p      (whenever the right side is positive)
#   c_even = (e_s+o_s)/2 + sqrt(((e_s-o_s)/2)^2 + 2 g^2 t_s^2)
#   c_odd  = (e_s+o_p)/2 + sqrt(((e_s-o_p)/2)^2 + g^2 t_p^2 (1-cos theta))
# e_s, e_p : Si s and p levels;  o_s, o_p : O s and p levels  (hartree)
# t_s, t_p : coupling of a Si hybrid to O s and to O p along the link (hartree)
# g        : smallest link strength factor;  theta : smallest Si-O-Si angle
# The left side comes from diagonalizing explicit network Hamiltonians.
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
e_s, e_p, o_s, o_p = -0.55, -0.25, -1.10, -0.50
t_s, t_p = 0.35, 0.30
g_min, g_max = 0.90, 1.10
theta_min = np.radians(120.0)


def diamond_adjacency(cells):
    """Si-Si adjacency (through one O) of a periodic diamond-type network."""
    period = 4 * cells
    index, first = {}, []
    for x in range(cells):
        for y in range(cells):
            for z in range(cells):
                for f in ((0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)):
                    r = np.array([4 * x, 4 * y, 4 * z]) + np.array(f)
                    first.append(r)
                    index[tuple(int(v) for v in r % period)] = len(index)
                    index[tuple(int(v) for v in (r + 1) % period)] = len(index)
    adjacency = np.zeros((len(index), len(index)))
    for r in first:
        i = index[tuple(int(v) for v in r % period)]
        for d in ((1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)):
            j = index[tuple(int(v) for v in (r + np.array(d)) % period)]
            adjacency[i, j] = adjacency[j, i] = 1
    return adjacency


def rewire(adjacency, switches, rng):
    """Local bond switches that keep fourfold coordination and avoid triangles."""
    current, done = adjacency.copy(), 0
    for _ in range(200 * switches):
        if done == switches:
            break
        a = rng.integers(len(current))
        b = rng.choice(np.flatnonzero(current[a]))
        c = rng.choice(np.flatnonzero(current[a]))
        d = rng.choice(np.flatnonzero(current[b]))
        if c == b or d == a or c == d or current[a, d] or current[b, c]:
            continue
        trial = current.copy()
        trial[a, c] = trial[c, a] = trial[b, d] = trial[d, b] = 0
        trial[a, d] = trial[d, a] = trial[b, c] = trial[c, b] = 1
        if trial[a] @ trial[d] > 0 or trial[b] @ trial[c] > 0:
            continue
        current, done = trial, done + 1
    assert done == switches
    return current


def five_rings(adjacency):
    """In a triangle-free graph closed 5-step walks are exactly the 5-rings."""
    assert np.trace(np.linalg.matrix_power(adjacency, 3)) == 0
    return int(round(np.trace(np.linalg.matrix_power(adjacency, 5)) / 10))


def hamiltonian(adjacency, strength, angle):
    """Hybrids first (4 per Si), then s, px, py, pz of each bridging O."""
    n_si = len(adjacency)
    links = np.argwhere(np.triu(adjacency) > 0)
    n_h = 4 * n_si
    H = np.zeros((n_h + 4 * len(links),) * 2)
    v1 = (e_p - e_s) / 4
    hybrid_level = (e_s + 3 * e_p) / 4
    on_si = (hybrid_level + v1) * np.eye(4) - v1 * np.ones((4, 4))
    for i in range(n_si):
        H[4 * i:4 * i + 4, 4 * i:4 * i + 4] = on_si
    used = np.zeros(n_si, dtype=int)
    for k, pair in enumerate(links):
        o = n_h + 4 * k
        H[range(o, o + 4), range(o, o + 4)] = [o_s, o_p, o_p, o_p]
        half = angle[k] / 2
        for end, site in enumerate(pair):
            h = 4 * site + used[site]
            used[site] += 1
            direction = np.array([(1 - 2 * end) * np.sin(half), np.cos(half), 0])
            row = -strength[k, end] * np.append(t_s, t_p * direction)
            H[h, o:o + 4] = row
            H[o:o + 4, h] = row
    assert np.all(used == 4)
    return H


def edges(H, n_si):
    """Highest filled and lowest empty level for 16 electrons per SiO2 unit."""
    levels = np.linalg.eigvalsh(H)
    return levels[8 * n_si - 1], levels[8 * n_si]


def uniform(adjacency, g):
    n_links = 2 * len(adjacency)
    return hamiltonian(adjacency, np.full((n_links, 2), g), np.full(n_links, np.pi))


def random_bonds(n_si, rng):
    return (rng.uniform(g_min, g_max, (2 * n_si, 2)),
            rng.uniform(theta_min, np.pi, 2 * n_si))


def c_even(g):
    return (e_s + o_s) / 2 + np.sqrt(((e_s - o_s) / 2)**2 + 2 * g**2 * t_s**2)


def c_odd(g, theta):
    return (e_s + o_p) / 2 + np.sqrt(((e_s - o_p) / 2)**2
                                     + g**2 * t_p**2 * (1 - np.cos(theta)))


def show(label, value, unit="hartree", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}")


rng = np.random.default_rng(7)
crystal = diamond_adjacency(2)
n_si = len(crystal)
glass = rewire(crystal, n_si, rng)
rings_crystal, rings_glass = five_rings(crystal), five_rings(glass)
assert rings_crystal == 0 and rings_glass > 0

for name, value in (("Si s level e_s", e_s), ("Si p level e_p", e_p),
                    ("O s level o_s", o_s), ("O p level o_p", o_p),
                    ("coupling t_s", t_s), ("coupling t_p", t_p)):
    show(name, value, digits=2)
show("smallest link factor", g_min, "(no unit)", 2)
show("largest link factor", g_max, "(no unit)", 2)
show("smallest Si-O-Si angle", np.degrees(theta_min), "degrees", 0)
print("Si atoms, O atoms, filled levels:", n_si, 2 * n_si, 8 * n_si)
print("five-membered rings, crystal and rewired:", rings_crystal, rings_glass)

# Equal straight links: topology must not move either edge.
v_cry, c_cry = edges(uniform(crystal, 1.0), n_si)
v_top, c_top = edges(uniform(glass, 1.0), n_si)
assert abs(v_cry - o_p) < 1e-9 and abs(v_top - o_p) < 1e-9
assert abs(c_cry - c_even(1.0)) < 1e-9 and abs(c_top - c_cry) < 1e-9
show("crystal, lowest empty level", c_cry)
show("crystal gap", c_cry - v_cry)
show("crystal gap", (c_cry - v_cry) * HARTREE_EV, "eV", 2)
show("rewired network, equal links, gap", c_top - v_top)

# Local lower bound, and its attainment by equally weakened links.
floor = min(c_even(g_min), c_odd(g_min, theta_min))
floor_gap = floor - o_p
assert floor_gap > 0
v_low, c_low = edges(uniform(glass, g_min), n_si)
assert abs(c_low - floor) < 1e-9
show("c_even at smallest link factor", c_even(g_min))
show("c_odd at smallest link factor and angle", c_odd(g_min, theta_min))
show("guaranteed gap", floor_gap)
show("guaranteed gap", floor_gap * HARTREE_EV, "eV", 2)
show("rewired, all links at smallest factor, gap", c_low - v_low)

# Topology, link strengths and angles all disordered.
gaps = []
for sample in range(5):
    network = rewire(crystal, n_si, rng)
    v, c = edges(hamiltonian(network, *random_bonds(n_si, rng)), n_si)
    assert abs(v - o_p) < 1e-9 and c >= floor - 1e-10
    gaps.append(c - v)
show("five disordered networks, smallest gap", min(gaps))
show("five disordered networks, largest gap", max(gaps))
show("five disordered networks, smallest gap", min(gaps) * HARTREE_EV, "eV", 2)

large = diamond_adjacency(3)
n_large = len(large)
large = rewire(large, n_large, rng)
v, c = edges(hamiltonian(large, *random_bonds(n_large, rng)), n_large)
assert abs(v - o_p) < 1e-9 and c >= floor - 1e-10
print("Si atoms in larger disordered network:", n_large)
show("larger disordered network, gap", c - v)

# One disordered network examined in detail.
strength, angle = random_bonds(n_si, rng)
H = hamiltonian(glass, strength, angle)
levels, states = np.linalg.eigh(H)
n_h, filled = 4 * n_si, 8 * n_si
reference_gap = levels[filled] - levels[filled - 1]
lone_pairs = int(np.sum(abs(levels - o_p) < 1e-9))
assert lone_pairs == 2 * n_si
T = H[:n_h, n_h:]
link_energy = 2 * np.sum(states[:n_h] * (T @ states[n_h:]), axis=0)
assert link_energy[filled:].min() > 0
assert link_energy[:filled].mean() < 0
show("detailed network, gap", reference_gap)
print("detailed network, levels exactly at o_p:", lone_pairs)
show("mean link energy per filled state", link_energy[:filled].mean())
show("mean link energy per empty state", link_energy[filled:].mean())
show("smallest link energy of an empty state", link_energy[filled:].min())

# Elimination of the O orbitals must preserve the count of levels above E.
probe = -0.10
S = (H[:n_h, :n_h] - probe * np.eye(n_h)
     + (T / (probe - np.diag(H)[n_h:])) @ T.T)
count_full = int(np.sum(levels > probe))
count_reduced = int(np.sum(np.linalg.eigvalsh(S) > 0))
assert count_full == count_reduced and 0 < count_full < n_h
show("probe energy", probe, digits=2)
print("levels above probe, full and reduced:", count_full, count_reduced)

# Perfect order without sufficient bonding has no gap.
g_critical = np.sqrt((o_p - e_s) * (o_p - o_s) / (2 * t_s**2))
v_below, c_below = edges(uniform(crystal, 0.98 * g_critical), n_si)
v_above, c_above = edges(uniform(crystal, 1.02 * g_critical), n_si)
assert abs(c_below - v_below) < 1e-9
assert c_above - v_above > 1e-4
assert abs(c_above - c_even(1.02 * g_critical)) < 1e-9
show("critical link factor of crystal", g_critical, "(no unit)", 4)
show("crystal gap at 0.98 of critical factor", abs(c_below - v_below))
show("crystal gap at 1.02 of critical factor", c_above - v_above)

# Bounded random on-site energies change the gap by at most twice their bound.
w = 0.02
shaken = H + np.diag(rng.uniform(-w, w, len(H)))
v_sh, c_sh = edges(shaken, n_si)
assert abs((c_sh - v_sh) - reference_gap) <= 2 * w + 1e-10
assert c_sh - v_sh >= floor_gap - 2 * w - 1e-10
show("bound on random on-site energies", w, digits=2)
show("gap with random on-site energies", c_sh - v_sh)

# One missing link puts one level into the guaranteed gap.
cut_strength = strength.copy()
cut_strength[0, 0] = 0.0
cut_levels = np.linalg.eigvalsh(hamiltonian(glass, cut_strength, angle))
inside = cut_levels[(cut_levels > o_p + 1e-9) & (cut_levels < floor - 1e-9)]
assert len(inside) == 1
assert cut_levels[filled + 1] >= floor - 1e-10
print("levels in guaranteed gap after one cut link:", len(inside))
show("energy of that level", inside[0])
show("its height above o_p", inside[0] - o_p)

print("no test failed")
```

Printed output:

```
Si s level e_s: -0.55 hartree
Si p level e_p: -0.25 hartree
O s level o_s: -1.10 hartree
O p level o_p: -0.50 hartree
coupling t_s: 0.35 hartree
coupling t_p: 0.30 hartree
smallest link factor: 0.90 (no unit)
largest link factor: 1.10 (no unit)
smallest Si-O-Si angle: 120 degrees
Si atoms, O atoms, filled levels: 64 128 512
five-membered rings, crystal and rewired: 0 25
crystal, lowest empty level: -0.25876 hartree
crystal gap: 0.24124 hartree
crystal gap: 6.56 eV
rewired network, equal links, gap: 0.24124 hartree
c_even at smallest link factor: -0.30148 hartree
c_odd at smallest link factor and angle: -0.19338 hartree
guaranteed gap: 0.19852 hartree
guaranteed gap: 5.40 eV
rewired, all links at smallest factor, gap: 0.19852 hartree
five disordered networks, smallest gap: 0.26373 hartree
five disordered networks, largest gap: 0.26724 hartree
five disordered networks, smallest gap: 7.18 eV
Si atoms in larger disordered network: 216
larger disordered network, gap: 0.26083 hartree
detailed network, gap: 0.25947 hartree
detailed network, levels exactly at o_p: 128
mean link energy per filled state: -0.19850 hartree
mean link energy per empty state: 0.39701 hartree
smallest link energy of an empty state: 0.34479 hartree
probe energy: -0.10 hartree
levels above probe, full and reduced: 192 192
critical link factor of crystal: 0.3499 (no unit)
crystal gap at 0.98 of critical factor: 0.00000 hartree
crystal gap at 1.02 of critical factor: 0.00186 hartree
bound on random on-site energies: 0.02 hartree
gap with random on-site energies: 0.24051 hartree
levels in guaranteed gap after one cut link: 1
energy of that level: -0.35731 hartree
its height above o_p: 0.14269 hartree
no test failed
```
